# Pair-Level Cluster-Correlation Expansion for Hahn-Echo Decay in Dilute Nuclear Baths

## One nucleus does nothing, two nuclei do

Take an electron spin coupled to one nuclear spin 1/2 through $A I_z$. The coupling shifts the electron frequency by an amount set by the nuclear state. In a Hahn echo the electron precesses for a time $\tau$, is flipped by a $\pi$ pulse, and precesses for $\tau$ again. The nuclear state has not changed, so the phase gained in the first half is undone in the second, and there is no decay.

Add a second nucleus with a different coupling. The dipolar interaction can now turn $\uparrow\downarrow$ into $\downarrow\uparrow$. The electron frequency changes during the sequence and refocusing is incomplete. The pair is thus the smallest unit that causes decay in this setting, and it can be solved in closed form. The design problem is to build the echo of a thousand nuclei from such units.

## Model and conventions

Energies are written as angular frequencies. The electron is in a superposition of two levels with spin projections $m_a$ and $m_b$ and is flipped by the pulse alone. While it is in level $m$, the bath evolves under

$$H_m=\sum_i(\omega+mA_i)I_{iz}+\sum_{i<j}D_{ij}\left[I_{iz}I_{jz}-\tfrac12(I_{ix}I_{jx}+I_{iy}I_{jy})\right].$$

The bracket comes from the dipolar form $\mathbf I_i\cdot\mathbf I_j-3(\mathbf I_i\cdot\mathbf n)(\mathbf I_j\cdot\mathbf n)$, where $\mathbf n$ is the unit vector between the nuclei at angle $\theta$ to the field. In a high field the terms that change the total $I_z$ are dropped. The $zz$ term keeps the factor $1-3\cos^2\theta$. The transverse term keeps the azimuthal average $1-\tfrac32\sin^2\theta=-\tfrac12(1-3\cos^2\theta)$. Hence

$$D_{ij}=\frac{\mu_0\gamma_n^2\hbar}{4\pi}\,\frac{1-3\cos^2\theta}{r^3}.$$

The hyperfine coupling $A_i$ is that of a point electron dipole at the defect. It has the same angular form, with $\gamma_n^2$ replaced by $-\gamma_e\gamma_n$; the sign arises because the electron moment is opposite to its spin. The bath starts fully mixed.

Let $U_m=e^{-iH_m\tau}$. The electron component that starts in $a$ drives the bath by $U_bU_a$, and the one that starts in $b$ by $U_aU_b$. The remaining coherence, relative to its initial value, is the overlap

$$L(2\tau)=2^{-N}\,\mathrm{Tr}\left[(U_bU_a)^\dagger U_aU_b\right].$$

If $H_a$ and $H_b$ commute, $L=1$. This covers the single nucleus.

## The pair as a pseudospin

The states $\uparrow\uparrow$ and $\downarrow\downarrow$ are eigenstates of both Hamiltonians, so each contributes an overlap of 1. In the space $\{\uparrow\downarrow,\downarrow\uparrow\}$ the Larmor terms cancel and the hyperfine terms give $\pm m\Delta A/2$, with $\Delta A=A_i-A_j$. The $zz$ term is the constant $-D/4$. Since $I_xI_x+I_yI_y=\tfrac12(I_+I_-+I_-I_+)$, the off-diagonal element is $-D/4$. Therefore

$$H_m=-\frac D4+\frac12\mathbf h_m\cdot\boldsymbol\sigma,\qquad \mathbf h_m=\left(-\frac D2,\,0,\,m\Delta A\right),\qquad \Omega_m=\sqrt{\frac{D^2}{4}+m^2\Delta A^2}.$$

The pair is a pseudospin that precesses about an axis $\mathbf n_m=\mathbf h_m/\Omega_m$, which depends on the electron level.

Drop the constant, whose phase cancels, and write $U_m=c_m-is_m\,\mathbf n_m\cdot\boldsymbol\sigma$ with $c_m=\cos(\Omega_m\tau/2)$ and $s_m=\sin(\Omega_m\tau/2)$. Only the product of the two vector parts fails to commute:

$$U_aU_b-U_bU_a=-s_as_b[\mathbf n_a\cdot\boldsymbol\sigma,\mathbf n_b\cdot\boldsymbol\sigma]=-2is_as_b(\mathbf n_a\times\mathbf n_b)\cdot\boldsymbol\sigma.$$

Multiply this difference by its adjoint and take the trace. The right side gives $8s_a^2s_b^2|\mathbf n_a\times\mathbf n_b|^2$. The left side gives $4-2\,\mathrm{Tr}[(U_bU_a)^\dagger U_aU_b]$, because both products are unitary and the trace of an SU(2) matrix is real. Thus

$$\tfrac12\mathrm{Tr}[(U_bU_a)^\dagger U_aU_b]=1-2X,\qquad X=|\mathbf n_a\times\mathbf n_b|^2s_a^2s_b^2.$$

Averaging over the four pair states gives $L_{ij}=\tfrac14[1+1+2(1-2X)]=1-X_{ij}$.

The cross product of $\mathbf h_a$ and $\mathbf h_b$ has length $|D\,\Delta A\,(m_a-m_b)|/2$. Dividing by $\Omega_a\Omega_b$ and absorbing these frequencies into the sines gives a form that is safe at $D=0$:

$$X=\left[\frac{D\,\Delta A\,(m_a-m_b)}{2}\right]^2\left(\frac\tau2\right)^4 S_a^2S_b^2,\qquad S_m=\frac{\sin(\Omega_m\tau/2)}{\Omega_m\tau/2}.$$

This was compared with a density-matrix simulation of the whole pulse sequence. There were 20 random cases for each of the level pairs $(0,-1)$, $(1,-1)$ and $(\tfrac12,-\tfrac12)$, with dimensionless couplings between $-3$ and $3$ and delays from 0.2 to 6. The largest difference in $L$ was $1.2\times10^{-15}$.

For levels 0 and $-1$,

$$X=\frac{\Delta A^2}{\Delta A^2+D^2/4}\,\sin^2\frac{D\tau}{4}\,\sin^2\frac{\Omega_1\tau}{2}.$$

When $|\Delta A|\gg|D|$, the loss can still reach about $\sin^2(D\tau/4)$, because the nuclei exchange freely while the electron is in level 0. For levels $\pm m$ the result differs. Both frequencies are then equal and

$$X=\frac{D^2m^2\Delta A^2}{\Omega_m^4}\sin^4\frac{\Omega_m\tau}{2}\le\frac{D^2}{m^2\Delta A^2}.$$

A large hyperfine difference now suppresses exchange in both branches and protects the echo.

## Why simpler assemblies fail

Direct simulation needs a space of dimension $2^N$, which is out of reach for the bath sizes below.

The next idea is to add the losses, $L\approx1-\sum X_{ij}$. Consider $M$ isolated, identical pairs. Their evolution operators factorize, so the true echo is $(1-X)^M$. The sum gives $1-MX$, which is negative once $M>1/X$. It counts the losses but omits the simultaneous action of independent pairs.

Multiplying the pair signals cures this but can introduce another fault. If a single nucleus has its own signal $L_i\ne1$, as it can outside the secular model, the product of all $L_{ij}$ contains that signal $N-1$ times. The repair is to divide out what smaller clusters have already supplied:

$$\tilde L_C=\frac{L_C}{\prod_{C'\subset C}\tilde L_{C'}},\qquad L=\prod_{C}\tilde L_C.$$

Here $C'$ runs over the proper non-empty subsets of $C$. With all clusters kept, the second relation is the definition applied to the whole bath.

Truncation makes sense because $\tilde L_C=1$ whenever $C$ splits into two parts $P$ and $Q$ that do not interact. For two such nuclei, $L_{ij}=L_iL_j$ and the claim holds. For a larger cluster, assume it holds for all smaller ones. The subsets that straddle $P$ and $Q$ then contribute 1, and the remaining ones multiply to $L_PL_Q$. This equals $L_C$, so $\tilde L_C=1$. Each retained factor therefore represents a connected correlation.

In the secular model $L_i=1$, and the pair-level scheme is

$$L(2\tau)\approx\prod_{i<j}(1-X_{ij}).$$

## What the truncation costs

Put $Y_m=iH_m\tau$. The operator in the trace is $e^{Y_a}e^{Y_b}e^{-Y_a}e^{-Y_b}=e^Z$, with

$$Z=C+\tfrac12[Y_a+Y_b,C]+O(\tau^4),\qquad C=[Y_a,Y_b]=-\tau^2[H_a,H_b].$$

$Z$ is made of commutators and has no trace, so the first correction to $L=1$ is $\mathrm{Tr}Z^2/2^{N+1}$. Its $\tau^5$ part is proportional to $\mathrm{Tr}(C[Y_a+Y_b,C])$, which vanishes by cyclic permutation.

For the $\tau^4$ part, let $V=\sum_iA_iI_{iz}$. The Larmor term commutes with everything, so $[H_a,H_b]=(m_a-m_b)[V,H_d]$, where $H_d$ is the dipolar sum. The exchange part of $H_d$ is $-\tfrac14D_{ij}(I_{i+}I_{j-}+I_{i-}I_{j+})$, and $[V,I_{i+}I_{j-}]=\Delta A_{ij}I_{i+}I_{j-}$. Hence

$$[V,H_d]=-\tfrac14\sum_{i<j}D_{ij}\Delta A_{ij}(I_{i+}I_{j-}-I_{i-}I_{j+}).$$

When this is squared, products from different pairs have no trace, since some raising or lowering operator is left unmatched. The square of one bracket has normalized trace $-\tfrac12$. Collecting factors,

$$L=1-\frac{(m_a-m_b)^2\tau^4}{64}\sum_{i<j}D_{ij}^2\Delta A_{ij}^2+O(\tau^6).$$

The pair product has the same expansion through $\tau^5$, because $S_m\to1$ at short times. Its error can start no earlier than $\tau^6$, where three-spin terms enter. For an exact bath of five spins, all coupled, with dimensionless couplings drawn between $-2$ and $2$, halving $\tau$ from 0.08 to 0.04 gave a measured error order of 5.99.

This is a short-time statement. At the decay time of a real bath some $D\tau$ are not small, and the useful condition is diluteness: a strongly coupled pair should seldom have a third nucleus coupled to it comparably. In a dense bath this fails, and larger clusters may be needed unless the echo decays while all $D\tau$ are still small.

## Choosing the two cutoffs

The bath must be cut at a radius $R_b$ from the defect, and pairs at a separation $r_c$. These cutoffs have different tails and need separate convergence tests.

Consider pairs of fixed separation at distance $R$. Since $A\propto R^{-3}$, the difference across a short pair is $\Delta A\propto R^{-4}$. For small $\Delta A$, $X\propto\Delta A^2\propto R^{-8}$. A shell contains a number of pairs proportional to $R^2dR$, so the omitted part of $-\ln L$ is

$$\int_{R_b}^{\infty}R^2R^{-8}\,dR\propto R_b^{-5}.$$

A sum over all nearest-neighbour bonds of the diamond lattice, at $\tau=0.3$ ms with shells 3.5–4.95 nm and 4.95–7.0 nm, gave a power of 5.02.

The pair tail is slower. Take $D\tau\ll1$ and levels 0 and $-1$. If $\Delta A\,\tau$ is also small and $r\ll R$, then $X\propto D^2\Delta A^2\propto r^{-6}r^2$. With $r^2dr$ partners per nucleus, the omitted part falls as $r_c^{-1}$. If $|\Delta A|\tau\gg1$, the second sine averages to a constant, $X\propto r^{-6}$, and the tail falls as $r_c^{-3}$.

The procedure is then:

1. Occupy lattice sites within $R_b$ at random with the isotope fraction.
2. Compute each $A_i$, and find all pairs closer than $r_c$ with a neighbour tree.
3. Evaluate $X_{ij}$ on the time grid and add $\ln(1-X_{ij})$.
4. Exponentiate for each bath, then average the signals over baths.
5. Vary $R_b$ with $r_c$ fixed, then $r_c$ with $R_b$ fixed, using the same baths.

Averaging the logarithms in step 4 would describe a different quantity from the ensemble echo.

## An NV-like centre in diamond

The example has 1.1 % carbon-13, a field of 50 mT along the [111] defect axis, and levels 0 and $-1$. The dipolar constants are $7.598\ \mathrm{Hz\,nm^3}$ between nuclei and $19.885\ \mathrm{kHz\,nm^3}$ between electron and nucleus, both divided by $2\pi$.

One nearest-neighbour pair lies 1.471 and 1.542 nm from the defect. Its bond has $\cos^2\theta=1/9$ and length 0.1545 nm, so $D/2\pi\approx7.598\times\tfrac23/0.1545^3\approx1.37$ kHz. The hyperfine couplings are 2941.6 and 1124.6 Hz, and $\Delta A/2\pi=1817.0$ Hz. The precession frequencies are 687.3 Hz in level 0 and 1942.6 Hz in level $-1$. At $\tau=0.10$ ms,

$$X=\left(\frac{1817.0}{1942.6}\right)^2\sin^2(0.2159)\,\sin^2(0.6103)\approx0.875\times0.0459\times0.328\approx0.0132.$$

This gives $L=0.9868$, as does the pulse simulation of this pair.

For 40 random baths with $R_b=6$ nm and $r_c=1.5$ nm, the mean echo falls to $1/e$ at a total time $T_2=2\tau=0.88$ ms, with a sampling error of 0.03 ms. Single centres vary widely: the 10th, 50th and 90th percentiles of their decay times in this sample are 0.45, 0.86 and 1.04 ms. With 40 centres the lowest of these is only a rough estimate.

The stretch exponent between $T_2/2$ and $T_2$ is 1.8 in this sample, a value that can move by a few tenths from one set of baths to another, and it is far from the short-time value of 4. The short-time expansion needs both $D\tau$ and $\Delta A\,\tau$ small, and both conditions fail. Even for small $D\tau$, $X\approx(D\tau/4)^2\sin^2(\Delta A\,\tau/2)$ grows only as $\tau^2$ where $|\Delta A|\tau>1$. Since $\Delta A\propto R^{-4}$, that region has a volume proportional to $\tau^{3/4}$, and the sum grows as $\tau^{11/4}$. The close pairs, whose $D\tau$ exceeds 1, and the average over centres with different decay times lower the exponent further.

With $r_c$ held at 1.5 nm, the bath radius acts as follows:

| $R_b$ (nm) | Mean spins | Echo at 0.881 ms | Own $1/e$ time (ms) |
|---|---|---|---|
| 2 | 64 | 0.578 | 1.616 |
| 3 | 218 | 0.402 | 0.926 |
| 4 | 515 | 0.376 | 0.888 |
| 5 | 1005 | 0.370 | 0.882 |
| 6 | 1749 | 0.368 | 0.881 |

The shell from 5 to 6 nm adds 0.0045 to the bath-averaged $-\ln L$. By the $R_b^{-5}$ law, the part beyond 6 nm is $0.0045/[(6/5)^5-1]\approx0.003$. Between 0.8 and 1.0 ms the negative logarithm of the mean echo grows roughly as $t^{2.1}$, so this remainder shortens $T_2$ by about 0.15 %. A radius of 4 nm already suffices for about 1 % accuracy in $T_2$ with respect to this cutoff.

With $R_b$ held at 6 nm, pair cutoffs of 0.6, 0.8, 1.0 and 1.5 nm give 0.899, 0.889, 0.885 and 0.881 ms. The last step changes the logarithm of the mean echo by 0.011. Continuing it with the $r_c^{-3}$ and $r_c^{-1}$ laws gives remainders of 0.005 and 0.023, or 0.2 to 1.1 % of $T_2$. The pair cutoff thus leaves the larger error, though still below the sampling error.

## What the model leaves out

Three-spin factors were added for six baths at $2\tau=T_2$, using nuclei within 4 nm and triples linked by separations up to 0.8 nm. The mean echo rose from 0.404 to 0.418. With the same local slope, this lengthens $T_2$ by about 1.5 %.

The secular approximation needs more care. The complete nuclear dipolar tensor and all three hyperfine components that multiply the electron operator $S_z$ were used for 20 baths, with nuclei within 4 nm and pairs up to 1 nm apart. The delay was a whole number of nuclear Larmor periods. In level 0 a single nucleus then makes full turns, its evolution operator is $\pm1$, and its own echo modulation vanishes. At 50 mT the mean echo went from 0.4175 to 0.4169, a shift that 20 baths fix only to about 0.01, since the mean absolute change per centre was 0.031. At 50 T that change was 0.0003. The secular formula therefore serves the ensemble mean to within about 0.02 here, while a prediction for one particular centre at 50 mT needs these additional terms. Away from these revivals the single-spin factors must also be restored, so at 50 mT the computed $T_2$ describes the envelope of the revivals and not the echo at every delay.

The point dipole omits contact coupling near the defect. Tripling all hyperfine couplings inside 0.6 nm, a crude substitute, changed the mean echo from 0.366 to 0.374. (Direct evaluation gives 0.366 where interpolation on the time grid gives 0.368.) Virtual electron transitions shift a nucleus in level 0 by 2.8 Hz at 0.5 nm and 0.04 Hz at 1.0 nm, for a position at 45° to the axis. The closer shift is comparable with the coupling of nuclei about 1 nm apart, and small beside that of close pairs. The same transitions also mediate a coupling between nuclei. For two nuclei that both lie about 0.5 nm from the defect it is often larger than their direct coupling. If only one nucleus is that close, both couplings fall as the inverse cube of the partner's distance, so they stay comparable for distant partners too. The mediated coupling is left out here, so the model is unreliable for any pair with a nucleus within about 0.5 nm of the defect. Thermal nuclear polarization at 300 K is $4\times10^{-8}$, so a fully mixed bath is a good start unless optical pumping polarizes nearby nuclei. In NV centres it can do so near 50 mT, the field of this example.

Electron relaxation also shortens the echo. Let jumps between 0 and each of $\pm1$ occur at rate $\Gamma$. The population of level 0 obeys $\dot p_0=-2\Gamma p_0+\Gamma(1-p_0)$, so $1/T_1=3\Gamma$. Coherence between 0 and $-1$ decays at half the summed departure rates, $(2\Gamma+\Gamma)/2=1/(2T_1)$. For a rough room-temperature $T_1$ of 5 ms, the factor at $T_2$ is 0.92, which shortens $T_2$ by about 4 %. Direct jumps between $-1$ and $+1$, which also occur in real NV centres, are not included and would increase this loss.

Real NV centres in high-purity diamond of natural isotopic composition have echo times of very roughly half a millisecond to a millisecond, so the model lies in the right range. The model also assumes that carbon-13 is the sole bath. Nitrogen electron spins at 1 ppb have a coupling scale of 38 Hz, or about 0.2 rad over $T_2$. This scale is proportional to concentration. At 1 ppm it is 38 kHz, and its inverse angular frequency is about 4 µs. That is a coupling scale and not a predicted echo time, since the static part of the coupling is refocused. The nitrogen spins, however, also exchange with one another on a similar scale, so the nuclear result should not be applied to such a crystal without treating this bath as well. The complete values are in the numerical output.

## Table of computed values

```
lattice constant 0.3567 nm, carbon-13 fraction 0.011
field 50 mT, carbon-13 Larmor frequency 535.4 kHz
nuclear dipolar constant 7.598 Hz nm^3
hyperfine dipolar constant 19.885 kHz nm^3
largest pair-formula error against pulse simulation 1.2e-15
order in tau of first error of pair product 5.99
power of bath-radius tail 5.016
WORKED PAIR
distances from defect 1.471, 1.542 nm; separation 0.1545 nm
D/2pi 1374.7 Hz
A1/2pi 2941.6 Hz, A2/2pi 1124.6 Hz
dA/2pi 1817.0 Hz
W0/2pi 687.3 Hz, W1/2pi 1942.6 Hz
tau 0.10 ms: L formula 0.986809, simulation 0.986809
ENSEMBLE of 40 baths, radius 6.0 nm, pair cutoff 1.5 nm
mean echo at 2tau = 0.2 ms: 0.9352
mean echo at 2tau = 0.4 ms: 0.7905
mean echo at 2tau = 0.6 ms: 0.6181
mean echo at 2tau = 0.8 ms: 0.4429
mean echo at 2tau = 1.0 ms: 0.2735
T2 (1/e of mean echo) 0.881 ms, sampling error 0.025 ms
stretch exponent between T2/2 and T2: 1.82
single-centre T2, 10/50/90 percentiles 0.451 0.858 1.039 ms; not decayed by 2 ms: 0
BATH RADIUS (cutoff 1.5 nm): spins, pairs, mean echo at T2, own 1/e time
1.5 nm: 26, 161, 0.7613, not reached by 2 ms
2.0 nm: 64, 515, 0.5784, 1.616 ms
3.0 nm: 218, 2154, 0.4021, 0.926 ms
4.0 nm: 515, 5499, 0.3756, 0.888 ms
5.0 nm: 1005, 11292, 0.3696, 0.882 ms
6.0 nm: 1749, 20318, 0.3679, 0.881 ms
largest change of mean echo from 5 to 6 nm 0.00230
-ln L at T2 from 5-6 nm 0.00454, estimated beyond 6 nm 0.00305
PAIR CUTOFF (radius 6 nm): pairs, mean echo at T2, own 1/e time
0.4 nm: 424, 0.4242, 0.959 ms
0.6 nm: 1421, 0.3871, 0.899 ms
0.8 nm: 3353, 0.3765, 0.889 ms
1.0 nm: 6303, 0.3721, 0.885 ms
1.5 nm: 20318, 0.3679, 0.881 ms
largest change of mean echo from cutoff 1.0 to 1.5 nm 0.00444
NEGLECTED EFFECTS at 2tau = T2
three-spin clusters, 6 baths: mean echo 0.4042 -> 0.4175, mean |change| 0.0133
full tensors at 50 mT, 20 baths: mean echo 0.4175 -> 0.4169, mean |change| 0.0306
full tensors at 50 T: mean |change| 0.00030
hyperfine x3 inside 0.6 nm, 40 baths: mean echo 0.3664 -> 0.3744, mean |change| 0.0112
level-0 nuclear shift at 0.5 nm 2.82 Hz, at 1.0 nm 0.044 Hz
relaxation factor for rough T1 5 ms: 0.916
nuclear polarisation at 300 K 4.3e-08
electron-spin coupling scale at 1 ppb nitrogen 38.4 Hz
```
